\section*{High-frequency decay and truncation error of the RPA correlation integral}

\section{Result}

In a finite basis, the integrand of the random-phase approximation (RPA) correlation energy on the imaginary frequency axis decays as
\begin{equation}
F(\omega)\simeq-\frac{C_4}{(\hbar\omega)^4},\qquad
C_4=8\sum_{\mu\nu}\Delta_\mu K_{\mu\nu}^2\Delta_\nu .
\label{eq:main}
\end{equation}
Here $\mu=(i,a)$ labels a pair of one occupied spatial orbital $\varphi_i$ and one virtual orbital $\varphi_a$, $\Delta_\mu=\varepsilon_a-\varepsilon_i$ is the gap between their orbital energies, and $K_{\mu\nu}$ is the Coulomb integral between two pair densities. If the frequency integral is stopped at $\Omega$, with $X=\hbar\Omega$, the energy left out is $-T(X)$, where
\begin{equation}
\frac{C_4}{6\pi X^3}-\frac{C_6}{10\pi X^5}\;\le\; T(X)\;\le\;\frac{C_4}{6\pi X^3}.
\label{eq:bracket}
\end{equation}
The constant $C_6$ is given in Eq.~\eqref{eq:c6}. Both inequalities hold at every cutoff $X>0$; they are close together when $X$ is large.

The assumptions are a closed-shell system, real orbitals, positive gaps, and a finite number of pairs. The RPA is the direct one, in which the interaction is the bare Coulomb interaction without exchange.

\section{The integrand as a sum over eigenvalues}

The correlation energy is
\begin{equation}
E_c=\frac{\hbar}{2\pi}\int_0^\infty F(\omega)\,d\omega,\qquad
F=\mathrm{Tr}\left[\ln(1-\chi_0v)+\chi_0v\right],
\label{eq:ec}
\end{equation}
with $v=e^2/(4\pi\varepsilon_0|\mathbf r-\mathbf r'|)$ and $\chi_0$ the density response of independent electrons at frequency $i\omega$. Write $x=\hbar\omega$ and $\rho_\mu(\mathbf r)=\varphi_i(\mathbf r)\varphi_a(\mathbf r)$. Each pair contributes two time orderings, and the two spins give a factor 2:
\begin{equation}
\chi_0(\mathbf r,\mathbf r')=2\sum_\mu\rho_\mu(\mathbf r)\rho_\mu(\mathbf r')
\left[\frac{1}{ix-\Delta_\mu}+\frac{1}{-ix-\Delta_\mu}\right].
\end{equation}
Over the common denominator $(ix-\Delta_\mu)(-ix-\Delta_\mu)=x^2+\Delta_\mu^2$ the numerators add to $-2\Delta_\mu$, so
\begin{equation}
\chi_0(\mathbf r,\mathbf r')=-4\sum_\mu D_\mu\,\rho_\mu(\mathbf r)\rho_\mu(\mathbf r'),\qquad
D_\mu=\frac{\Delta_\mu}{\Delta_\mu^2+x^2}.
\label{eq:chi}
\end{equation}

The trace needs only the nonzero eigenvalues of $\chi_0v$, because a zero eigenvalue contributes $\ln 1+0=0$. The products $AB$ and $BA$ have the same nonzero eigenvalues. Take $A$ as the set of functions $2\sqrt{D_\mu}\,\rho_\mu$ and $B$ as the set of functionals $2\sqrt{D_\mu}\int\rho_\mu v$. Then $-\chi_0v=AB$, and $BA$ is the matrix
\begin{equation}
Q_{\mu\nu}=4\sqrt{D_\mu}\,K_{\mu\nu}\sqrt{D_\nu},\qquad
K_{\mu\nu}=\frac{e^2}{4\pi\varepsilon_0}\iint
\frac{\rho_\mu(\mathbf r)\rho_\nu(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\label{eq:q}
\end{equation}
For any real coefficients $c_\mu$, the sum $\sum c_\mu K_{\mu\nu}c_\nu$ is twice the electrostatic self-energy of the charge density $e\sum c_\mu\rho_\mu$, which is not negative. Hence the eigenvalues $q_n$ of $Q$ satisfy $q_n\ge0$, and
\begin{equation}
F=\sum_n\left[\ln(1+q_n)-q_n\right]\le0 .
\label{eq:fq}
\end{equation}

\section{The leading power}

Let $x$ exceed the largest gap. This is possible because the number of pairs is finite. Then
\begin{equation}
D_\mu=\frac{\Delta_\mu}{x^2}\left(1-\frac{\Delta_\mu^2}{x^2}+\dots\right),\qquad
Q\simeq\frac{M}{x^2},\qquad M_{\mu\nu}=4\sqrt{\Delta_\mu}\,K_{\mu\nu}\sqrt{\Delta_\nu}.
\label{eq:m}
\end{equation}
For large enough $x$ all $q_n$ are small, and $\ln(1+q)=q-q^2/2+q^3/3-\dots$ gives
\begin{equation}
F=-\tfrac12\mathrm{Tr}\,Q^2+\tfrac13\mathrm{Tr}\,Q^3-\dots
\label{eq:series}
\end{equation}
The logarithm alone would decay as $\mathrm{Tr}\,M/x^2$. The added term $\chi_0v$ cancels the part linear in $Q$, so $F$ starts at second order in the interaction. The first surviving term is $-\mathrm{Tr}\,M^2/(2x^4)$, and
\begin{equation}
C_4=\tfrac12\mathrm{Tr}\,M^2=\tfrac12\sum_{\mu\nu}16\,\Delta_\mu K_{\mu\nu}^2\Delta_\nu
=8\sum_{\mu\nu}\Delta_\mu K_{\mu\nu}^2\Delta_\nu .
\end{equation}
The power has a simple reading. The response of each pair to a rapid perturbation falls as $\omega^{-2}$, and the lowest-order correlation term contains two responses.

\section{The first correction}

Two terms of order $x^{-6}$ arise. The first comes from the next term of $D_\mu$ in
\begin{equation}
\mathrm{Tr}\,Q^2=16\sum_{\mu\nu}D_\mu K_{\mu\nu}^2D_\nu,\qquad
D_\mu D_\nu=\frac{\Delta_\mu\Delta_\nu}{x^4}
\left(1-\frac{\Delta_\mu^2+\Delta_\nu^2}{x^2}+\dots\right).
\label{eq:trq2}
\end{equation}
Since $K_{\mu\nu}$ is symmetric, $\Delta_\mu^2$ and $\Delta_\nu^2$ contribute equally to the double sum. Therefore
\begin{equation}
-\tfrac12\mathrm{Tr}\,Q^2=-\frac{C_4}{x^4}
+\frac{16}{x^6}\sum_{\mu\nu}\Delta_\mu^3K_{\mu\nu}^2\Delta_\nu+\dots
\end{equation}
The second is $\mathrm{Tr}\,M^3/(3x^6)$, from the cubic term of Eq.~\eqref{eq:series}. Together,
\begin{equation}
F=-\frac{C_4}{x^4}+\frac{C_6}{x^6}+O(x^{-8}),\qquad
C_6=16\sum_{\mu\nu}\Delta_\mu^3K_{\mu\nu}^2\Delta_\nu+\tfrac13\mathrm{Tr}\,M^3 .
\label{eq:c6}
\end{equation}
Both parts of $C_6$ are nonnegative, so the correction weakens the leading term. Its relative size is $C_6/(C_4x^2)$, which makes $\sqrt{C_6/C_4}$ the energy scale that $x$ must exceed by a good margin.

Let $E(X)$ be the energy with the integral stopped at $x=X$. With $d\omega=dx/\hbar$ in Eq.~\eqref{eq:ec},
\begin{equation}
E_c=E(X)-T(X),\qquad T(X)=-\frac1{2\pi}\int_X^\infty F\,dx\ge0 .
\end{equation}
The truncated energy is thus never too low. Using $\int_X^\infty x^{-4}dx=1/(3X^3)$ and $\int_X^\infty x^{-6}dx=1/(5X^5)$,
\begin{equation}
T(X)=\frac{C_4}{6\pi X^3}-\frac{C_6}{10\pi X^5}+O(X^{-7}).
\label{eq:tail}
\end{equation}

\section{From asymptotic estimate to bounds}

An asymptotic formula does not say how large $X$ must be. The inequalities in Eq.~\eqref{eq:bracket} do not have this weakness.

\subsection{Upper bound}

The function $q^2/2-[q-\ln(1+q)]$ vanishes at $q=0$ and has the derivative $q-q/(1+q)=q^2/(1+q)\ge0$. So $q-\ln(1+q)\le q^2/2$ for $q\ge0$. Also $D_\mu\le\Delta_\mu/x^2$, and every term of $\mathrm{Tr}\,Q^2$ in Eq.~\eqref{eq:trq2} is nonnegative. Hence
\begin{equation}
|F|\le\tfrac12\mathrm{Tr}\,Q^2\le\frac{8}{x^4}\sum_{\mu\nu}\Delta_\mu K_{\mu\nu}^2\Delta_\nu=\frac{C_4}{x^4}
\end{equation}
for every $x>0$. Integration gives the upper bound on $T$.

\subsection{Lower bound}

The function $q-\ln(1+q)-q^2/2+q^3/3$ vanishes at $q=0$, and its derivative is
\begin{equation}
\frac{q}{1+q}-q+q^2=\frac{q-q-q^2+q^2+q^3}{1+q}=\frac{q^3}{1+q}\ge0 .
\end{equation}
Therefore $|F|\ge\frac12\mathrm{Tr}\,Q^2-\frac13\mathrm{Tr}\,Q^3$. We need a lower bound on the first trace and an upper bound on the second.

For the first, set $a=\Delta_\mu^2/x^2$ and $b=\Delta_\nu^2/x^2$, so that $D_\mu D_\nu=(\Delta_\mu\Delta_\nu/x^4)/[(1+a)(1+b)]$. Multiplying out,
\begin{equation}
(1-a-b)(1+a)(1+b)=1-(a^2+ab+b^2)-ab(a+b)\le1 ,
\end{equation}
so $1/[(1+a)(1+b)]\ge1-a-b$. Inserting this in $\mathrm{Tr}\,Q^2$ and using the symmetry of the sum,
\begin{equation}
\tfrac12\mathrm{Tr}\,Q^2\ge\frac{C_4}{x^4}-\frac{16}{x^6}\sum_{\mu\nu}\Delta_\mu^3K_{\mu\nu}^2\Delta_\nu .
\end{equation}

For the second, write $Q=SMS/x^2$, where $S$ is diagonal with elements $(1+\Delta_\mu^2/x^2)^{-1/2}\le1$. The matrix $SMS$ has the same eigenvalues as $M^{1/2}S^2M^{1/2}$. For any vector $y$,
\begin{equation}
y^{T}M^{1/2}S^2M^{1/2}y\le y^{T}My .
\end{equation}
By the min--max principle, each eigenvalue of $SMS$, taken in order of size, is at most the corresponding eigenvalue of $M$. All are nonnegative, so their cubes are ordered in the same way and $\mathrm{Tr}\,Q^3\le\mathrm{Tr}\,M^3/x^6$. The two results combine to $|F|\ge C_4/x^4-C_6/x^6$, and integration gives the lower bound on $T$. At small $X$ this bound is negative and says nothing beyond $T\ge0$.

\subsection{Two ways to use the bounds}

To keep the omitted energy below a tolerance $\eta$, it suffices to choose
\begin{equation}
X\ge\left(\frac{C_4}{6\pi\eta}\right)^{1/3}.
\label{eq:safe}
\end{equation}
Alternatively, one can keep a smaller $X$ and subtract the leading tail $U=C_4/(6\pi X^3)$ from $E(X)$. The remaining error, corrected minus exact energy, is $T-U$. It lies between $-C_6/(10\pi X^5)$ and zero, so the corrected energy is never too high. The correction reduces the size of the error if $U-T<T$. Since $U-T\le C_6/(10\pi X^5)$, this is guaranteed when $C_6/(10\pi X^5)<U/2$, that is, when
\begin{equation}
X^2>\frac{6}{5}\,\frac{C_6}{C_4}.
\label{eq:useful}
\end{equation}

These estimates concern the cutoff alone. The error of a quadrature rule on $[0,X]$ is a separate matter.

\section{A reference energy without a frequency grid}

An independent check of the tail compares the truncated energy with the full integral, which has a closed form. Let $\Delta$ also denote the diagonal matrix of gaps. Because $\sqrt{D_\mu}=\sqrt{\Delta_\mu}\,(\Delta_\mu^2+x^2)^{-1/2}$, multiplying $1+Q$ from both sides by $(\Delta^2+x^2)^{1/2}$ gives $\Delta^2+x^2+M$. Taking determinants,
\begin{equation}
\det(1+Q)=\frac{\det(\Delta^2+M+x^2)}{\det(\Delta^2+x^2)}=\prod_n\frac{W_n^2+x^2}{\Delta_n^2+x^2},
\end{equation}
where $W_n^2$ are the eigenvalues of $\Delta^2+M$; the $W_n$ are the RPA excitation energies. Since $\mathrm{Tr}\ln(1+Q)=\ln\det(1+Q)$, two integrals are needed:
\begin{equation}
\int_0^\infty\ln\frac{W^2+x^2}{\Delta^2+x^2}\,dx=\pi(W-\Delta),\qquad
\int_0^\infty\frac{4\Delta K}{\Delta^2+x^2}\,dx=2\pi K .
\end{equation}
The first vanishes at $W=\Delta$, and its derivative with respect to $W$ is $\int_0^\infty 2W/(W^2+x^2)\,dx=\pi$. The second is $\mathrm{Tr}\,Q$ for one pair. With the prefactor $1/(2\pi)$,
\begin{equation}
E_c=\tfrac12\sum_n\left(W_n-\Delta_n-2K_{nn}\right).
\label{eq:plasmon}
\end{equation}

\section{Example: LiH}

Take LiH with a bond length of $1.60$~\AA, Hartree--Fock orbitals in the def2-TZVP basis, and all four electrons correlated. There are 36 pairs, with gaps from $8.45$ to $473$~eV. Equation~\eqref{eq:plasmon} gives $E_c=-2.4556$~eV in this model. This is far from the basis-set limit: def2-QZVP gives $-2.83$~eV, and cc-pCVQZ on Li with cc-pVQZ on H gives $-3.30$~eV, with an omitted energy at $X=2000$~eV of 11~meV instead of the 1.8~meV found below. All numbers of this section belong to def2-TZVP. The coefficients are
\begin{equation}
C_4=2.780\times10^{8}\ \mathrm{eV}^4,\qquad C_6=9.373\times10^{13}\ \mathrm{eV}^6,\qquad
\sqrt{C_6/C_4}=581\ \mathrm{eV}.
\end{equation}
As a function of angular frequency, the leading coefficient is $C_4/\hbar^4=1.481\times10^{69}\ \mathrm{s}^{-4}$.

\subsection{Where the power law sets in}

The local exponent $d\ln|F|/d\ln x$ is $-0.50$ at 10~eV, $-1.18$ at 100~eV, $-3.48$ at 1000~eV and $-3.993$ at 10\,000~eV. At low frequency $F$ levels off, because $D_\mu\to1/\Delta_\mu$ is finite. At high frequency, Eq.~\eqref{eq:c6} predicts the exponent $-4+2C_6/(C_4x^2)$. At 10\,000~eV this is $-4+2(581/10\,000)^2=-3.993$, as computed. The logarithm alone has the exponent $-1.998$ there.

\subsection{The omitted energy}

At $X=2000$~eV the two terms of Eq.~\eqref{eq:tail} are
\begin{align}
\frac{C_4}{6\pi X^3}&=\frac{2.780\times10^{8}}{6\pi\,(8.00\times10^{9})}\ \mathrm{eV}=1.844\ \mathrm{meV},\\
\frac{C_6}{10\pi X^5}&=\frac{9.373\times10^{13}}{10\pi\,(3.20\times10^{16})}\ \mathrm{eV}=0.093\ \mathrm{meV}.
\end{align}
So $T$ lies between $1.750$ and $1.844$~meV. The computed value is $1.755$~meV, or $0.07\%$ of $|E_c|$. Other cutoffs give:
\begin{center}
\begin{tabular}{rrrr}
$X$ (eV) & $T$ (meV) & upper (meV) & lower (meV)\\
\hline
200 & 334 & 1844 & $-7480$\\
500 & 67.0 & 118.0 & 22.5\\
1000 & 12.31 & 14.75 & 11.77\\
2000 & 1.755 & 1.844 & 1.750\\
5000 & 0.1170 & 0.1180 & 0.1170
\end{tabular}
\end{center}

At 200~eV the upper bound is true but 5.5 times too large. Subtracting it there would replace an error of $334$~meV by one of $-1509$~meV. Condition~\eqref{eq:useful} guarantees an improvement above $\sqrt{1.2}\times581\approx636$~eV. At 1000~eV the correction changes the error from $12.3$ to $-2.4$~meV; subtracting the two-term tail instead leaves $12.31-11.77\approx0.5$~meV.

For $\eta=1$~meV, Eq.~\eqref{eq:safe} gives
\begin{equation}
X=\left(\frac{2.780\times10^{8}}{6\pi\times10^{-3}}\right)^{1/3}\mathrm{eV}=2452\ \mathrm{eV},
\end{equation}
or $\Omega=3.73\times10^{18}$~rad/s. The energy actually omitted there is $0.968$~meV. The numerical check tests both bounds at each cutoff in the table and obtains $T$ in two ways: from Eq.~\eqref{eq:plasmon} with a quadrature up to $X$, and from a quadrature over the tail.

\section{What the coefficient depends on}

For LiH in def2-TZVP, pairs that start from the Li~1s orbital account by themselves for $97.9\%$ of $C_4$ (the share is $95.4\%$ in def2-QZVP and only $45.5\%$ in def2-SVP). All terms of $C_4$ are nonnegative, so leaving the 1s electrons uncorrelated, with the same orbitals, would keep at most $2.1\%$ of it in def2-TZVP. The cutoff of Eq.~\eqref{eq:safe} would then fall at least by the factor $0.021^{1/3}\approx0.28$, to below about 680~eV.

The basis matters as much. The cutoffs that guarantee 1~meV are:
\begin{center}
\begin{tabular}{lrrrr}
Basis & functions & largest gap (eV) & $C_4$ (eV$^4$) & $X$ (eV)\\
\hline
def2-SVP & 14 & 122 & $1.23\times10^{6}$ & 403\\
def2-TZVP & 20 & 473 & $2.78\times10^{8}$ & 2452\\
def2-QZVP & 65 & 340 & $1.75\times10^{8}$ & 2102
\end{tabular}
\end{center}
The largest basis does not have the largest coefficient. These bases are not nested, and the number of functions does not determine $C_4$. A controlled comparison adds one s function on Li to def2-TZVP. A tight one, with exponent $40\ \mathrm{bohr}^{-2}$, raises the largest gap to 1973~eV and multiplies $C_4$ by $4.3$. A diffuse one, with exponent $0.01\ \mathrm{bohr}^{-2}$, changes $C_4$ by $0.1\%$. In this molecule and starting from this basis, it is the description of the region near the Li nucleus that sets the high-frequency tail. A large $C_4$ need not mean a large omitted energy at practical cutoffs, however. An s function with exponent $640\ \mathrm{bohr}^{-2}$ raises the largest gap to about 24\,000~eV, multiplies $C_4$ by about 54 and moves the guaranteed cutoff to about 9250~eV, while the cutoff at which $T$ actually equals 1~meV moves only from 2425 to 2518~eV.

This also shows where the result ends. The expansion in Eq.~\eqref{eq:m} needs $x$ above the largest gap, and in a complete basis the gaps have no upper limit. The inequalities $C_4/x^4-C_6/x^6\le|F|\le C_4/x^4$ do not use that expansion, but the upper one has content only when $C_4$ is finite, and the lower one only when $C_6$ is finite as well. With finitely many pairs this is automatic. In a complete basis both become infinite sums weighted by unbounded gaps, and they need not converge. In the uniform electron gas the eigenvalue of $-\chi_0v$ at a wave vector $k$ far above the Fermi wave vector is $(\hbar\omega_p)^2/(\epsilon_k^2+x^2)$, with $\omega_p$ the plasma frequency and $\epsilon_k=\hbar^2k^2/2m$. The sum for $C_4$ over all $k$ then diverges, and $F\propto-\int k^2dk\,(\epsilon_k^2+x^2)^{-2}\propto-x^{-5/2}$. In LiH, adding one to four sets of tight s, p and d functions on Li (exponents 10, 40, 160, $640\ \mathrm{bohr}^{-2}$) to def2-TZVP raises $C_4$ from $2.9\times10^{9}$ to $9.0\times10^{10}\ \mathrm{eV}^4$, and the local exponent at 1000~eV settles near $-2.4$. The coefficient must therefore be computed for the basis, the orbitals and the set of correlated electrons actually used; with PBE instead of Hartree--Fock orbitals, LiH in def2-TZVP has $C_4=2.11\times10^{8}\ \mathrm{eV}^4$.

\section*{Computed results}
\begin{verbatim}
LiH bond length: 1.60 angstrom; basis def2-TZVP
basis functions: 20; spatial pairs: 36
smallest gap: 8.452 eV
largest gap: 473.17 eV
exact RPA correlation energy: -2.455617 eV
C4: 2.78020e+08 eV^4
C4/hbar^4: 1.48120e+69 s^-4
C6: 9.37325e+13 eV^6
sqrt(C6/C4): 580.64 eV
share of C4 from Li 1s pairs alone: 97.90 percent
-F x^4 at x = 47317.4 eV: 2.77978e+08 eV^4
Local decay exponents: x (eV), full F, logarithm alone
       10   -0.4951   -0.2108
      100   -1.1818   -0.7582
     1000   -3.4786   -1.8055
    10000   -3.9933   -1.9976
Cutoff X (eV), omitted T, upper bound, lower bound (all meV)
     100  7.06438e+02  1.47494e+04  -2.83610e+05
     200  3.34430e+02  1.84368e+03  -7.48006e+03
     500  6.69522e+01  1.17995e+02  2.25204e+01
    1000  1.23070e+01  1.47494e+01  1.17658e+01
    2000  1.75536e+00  1.84368e+00  1.75044e+00
    5000  1.17049e-01  1.17995e-01  1.17041e-01
   10000  1.47197e-02  1.47494e-02  1.47196e-02
Cutoff X (eV), truncated E (eV), upper/T, error after correction (meV)
     100  -1.749179  20.87861  -1.4043e+04
     200  -2.121187  5.51290  -1.5092e+03
     500  -2.388665  1.76238  -5.1043e+01
    1000  -2.443310  1.19846  -2.4424e+00
    2000  -2.453861  1.05031  -8.8319e-02
    5000  -2.455500  1.00808  -9.4631e-04
   10000  -2.455602  1.00202  -2.9770e-05
Target for the omitted energy: 1.0 meV
guaranteed cutoff, def2-TZVP: 2452.40 eV
same cutoff as angular frequency: 3.7259e+18 rad/s
extra Li s exponents: tight 40.0, diffuse 0.01 bohr^-2
Basis, functions, largest gap (eV), C4 (eV^4), cutoff (eV), T (meV)
  def2-svp    14    121.53  1.2293e+06    402.52  0.9615
  def2-tzvp   20    473.17  2.7802e+08   2452.40  0.9676
  def2-qzvp   65    339.70  1.7516e+08   2102.38  0.9782
  tzvp+tight  21   1972.68  1.2055e+09   3999.09  0.8154
  tzvp+diff   21    474.18  2.7835e+08   2453.37  0.9675
relative change of C4, tight s added: 3.3362e+00
relative change of C4, diffuse s added: 1.1871e-03
\end{verbatim}
